\section*{Born-charge neutrality and the acoustic electron–phonon vertex}

\section{The argument under comment}

The argument runs as follows. In a polar insulator with two atoms per cell, the computed Born charges are $+2.01$ and $-2.00$. They should add to zero but add to $0.01$. Since this is half a percent of either charge, and the long-range electron--phonon vertex is linear in the charges, the vertex is wrong by about half a percent, and the mismatch may be left alone.

The linearity is correct. The conclusion needs one more premise: that the correct vertex is itself proportional to a charge of order 2. This has to be checked mode by mode.

\section{What the vertex measures}

Let atom $\kappa$ have the isotropic Born charge $eZ_\kappa$ and the displacement $\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf r}$. The cell volume is $\Omega$, and $\epsilon$ is the relative permittivity with the nuclei held fixed. There are no free carriers for now. The polarization caused by the displacements and the resulting potential $\varphi$ obey
\begin{align}
\mathbf P&=\frac{e}{\Omega}\sum_\kappa Z_\kappa\mathbf u_\kappa, &
\epsilon_0\epsilon q^2\varphi&=-i\mathbf q\cdot\mathbf P ,
\end{align}
because the bound charge density is $-\nabla\cdot\mathbf P$. An electron has charge $-e$, so for longitudinal displacements its energy changes by
\begin{equation}
\delta V=-e\varphi=\frac{iC}{q}\sum_\kappa Z_\kappa u_\kappa,
\qquad C=\frac{e^2}{\epsilon_0\epsilon\Omega}.
\label{eq:pot}
\end{equation}
I keep the smallest wavevector component of the potential and set the overlap of the two electron states to one, as is appropriate at small $q$ within a single band.

With vertices normalized per cell, a phonon of frequency $\omega$ and normalized eigenvector $e_\kappa$ has $u_\kappa=\sqrt{\hbar/2M_\kappa\omega}\,e_\kappa$. Let $M=M_1+M_2$. As $q\to0$, the two longitudinal modes behave differently.

For the optical mode, $e_1=\sqrt{M_2/M}$ and $e_2=-\sqrt{M_1/M}$, so that
\begin{equation}
\sum_\kappa \frac{Z_\kappa e_\kappa}{\sqrt{M_\kappa}}
=\frac{Z_1M_2-Z_2M_1}{\sqrt{MM_1M_2}} .
\label{eq:opt}
\end{equation}
The charges have opposite signs and their contributions add. Here a small charge error gives a small relative error, and the argument holds.

For the acoustic mode, $e_\kappa=\sqrt{M_\kappa/M}$, and every atom moves by the same $u=\sqrt{\hbar/2M\omega}$. The sum in Eq.~\eqref{eq:pot} is then $u\,\Delta Z$, with $\Delta Z=\sum_\kappa Z_\kappa$. The large charges cancel and the error is all that remains. If the phonon frequencies are properly acoustic, $\omega=cq$, the result is
\begin{equation}
|g_{\rm sp}|=\frac{C|\Delta Z|}{q}\sqrt{\frac{\hbar}{2Mcq}}\;\propto\;q^{-3/2}.
\label{eq:sp}
\end{equation}
One power of $1/q$ comes from the Coulomb potential of a dipole wave, and the remaining half power from the growing zero-point amplitude of a soft mode.

This vertex is spurious. Translating a whole neutral crystal carries no net charge, which is why the exact Born charges add to zero. A nonzero $\Delta Z$ describes charged ions moving through a fixed compensating background: compressing such a crystal accumulates charge. A purely transverse acoustic wave does not compress it, and with isotropic charges it acquires no such vertex. Away from the symmetry directions of a crystal, the branches called transverse generally have some longitudinal part, and they acquire the vertex in proportion to it.

\section{What neutral charges leave behind}

The correct dipole vertex should be compared with Eq.~\eqref{eq:sp}. Take a cubic cell of edge $a$ with atom 1 at the corner and atom 2 at the centre, and a wave along a cube edge. Neighbouring atomic planes are joined by springs $K$ per atom. With neutral charges $\pm Z$ and $\theta=qa/2$,
\begin{align}
M_1\omega^2u_1&=2K(u_1-u_2\cos\theta)+CZ^2(u_1-u_2),\label{eq:m1}\\
M_2\omega^2u_2&=2K(u_2-u_1\cos\theta)-CZ^2(u_1-u_2).
\end{align}
The last terms are the forces of the macroscopic field $-P/\epsilon_0\epsilon$. In the sum of the two equations they cancel. With $u_1\simeq u_2\simeq u$ and $1-\cos\theta\simeq\theta^2/2$, the sum gives $M\omega^2=2K\theta^2$, hence $c=a\sqrt{K/2M}$.

Now put $u_2=u$ and $u_1=u+w$ in Eq.~\eqref{eq:m1}. To order $\theta^2$,
\begin{equation}
\frac{2KM_1\theta^2}{M}u=2K\left(w+\frac{\theta^2}{2}u\right)+CZ^2w
\;\Rightarrow\;
w=\frac{K\theta^2(M_1-M_2)}{M(2K+CZ^2)}\,u .
\end{equation}
The dipole energy $iCZw/q$ is therefore proportional to $qu$, and the vertex to $q^{1/2}$. This has the form of a deformation-potential coupling, $\delta V=D\,\nabla\cdot\mathbf u=iqDu$. From here on, $D$ denotes the whole coefficient of that form, this dipole part included. The inversion symmetry of the model matters: it excludes a piezoelectric vertex, which would be a genuine coupling of lower order in $q$.

The regular and spurious terms have the same phase, so amplitudes must be added before squaring:
\begin{equation}
|g|^2=\frac{\hbar}{2Mcq}\left(Dq+\frac{C\Delta Z}{q}\right)^2,
\qquad q_*^2=\frac{C|\Delta Z|}{|D|}.
\label{eq:total}
\end{equation}
The ratio of spurious to regular amplitude is $(q_*/q)^2$. The spurious part dominates below $q_*$, not everywhere. If $\Delta Z$ and $D$ have opposite signs, the two cancel at $q_*$.

\section{Numbers for the charges in dispute}

Take round model parameters: $a=4$~\AA, $\Omega=64$~\AA$^3$, $\epsilon=5$, masses 60 and 20~u, $K=2.5$~eV/\AA$^2$ and $D=5$~eV. Then $C=180.95/(5\times64)=0.5655$~eV/\AA$^2$, $c=4.9$~km/s, and
\begin{equation}
q_*=\sqrt{\frac{0.5655\times0.01}{5}}\ \text{\AA}^{-1}=0.034\ \text{\AA}^{-1},
\end{equation}
about 4\% of $\pi/a$. At $q=0.01$~\AA$^{-1}$ the spurious vertex is 161~meV and the regular one 14~meV. At $0.001$~\AA$^{-1}$ they are 5080 and 4.5~meV. At $0.1$~\AA$^{-1}$ the order is reversed: 5 and 45~meV.

As a test of Eq.~\eqref{eq:pot}, Poisson's equation was solved in real space for a frozen wave of smeared ions. At two wavelengths the amplitude agrees with $C\Delta Z/q$ within 0.1\%, and with neutral charges it vanishes to numerical accuracy. Diagonalizing the dynamical matrix built with neutral charges gives vertex exponents of $-1.50$ when the raw charges are used in the vertex and $0.50$ when the neutral ones are.

\section{Consequences for scattering}

Consider an electron of mass $m$ and wavevector $k$ in a parabolic band. Let the phonon energies be small compared with both the electron energy and $k_BT$. Absorption and emission together carry the factor $2n+1\simeq2k_BT/\hbar cq$. The energy condition $\delta[\hbar^2(q^2+2kqx)/2m]$, integrated over the direction cosine $x$, gives $m/\hbar^2kq$ for $q<2k$. The golden rule becomes
\begin{align}
\frac1\tau&=\frac{2\pi}{\hbar}\,\frac{\Omega}{4\pi^2}\,\frac{m}{\hbar^2k}
\int_{q_{\min}}^{2k}q\,|g|^2(2n+1)\,dq\nonumber\\
&=\frac{\Omega m k_BTD^2}{2\pi\hbar^3kMc^2}
\int_{q_{\min}}^{2k}q\left(1+\frac{r}{q^2}\right)^2dq,
\qquad r=\frac{C\Delta Z}{D}.
\end{align}
The cutoff $q_{\min}$ stands for the finest wavevector that a mesh resolves. Let $\Gamma_0$ be the neutral rate for $q_{\min}\to0$, where the integral is $2k^2$. With $\xi=q_{\min}/2k$ and $y=r/4k^2$, integrating the three terms of the square gives
\begin{equation}
\frac{1}{\tau\Gamma_0}=1-\xi^2+4y\ln\frac1\xi+y^2\left(\frac1{\xi^2}-1\right).
\label{eq:tot}
\end{equation}
For momentum relaxation each collision is weighted by $1-\cos\vartheta=q^2/2k^2$, since $q=2k\sin(\vartheta/2)$. The same integration then gives
\begin{equation}
\frac{1}{\tau_m\Gamma_0}=1-\xi^4+4y(1-\xi^2)+4y^2\ln\frac1\xi .
\label{eq:mom}
\end{equation}
The total rate diverges as $q_{\min}^{-2}$, the momentum-relaxation rate only logarithmically. Refining the mesh therefore cures neither error. For $y<0$ the momentum-relaxation rate does pass through $\Gamma_0$, near $\ln(1/\xi)=1/|y|$ when $|y|$ is well below one (for $|y|=1$ the crossing is at 0.81, for $|y|=2$ at 0.18), but only because two errors cancel there; on finer meshes it keeps growing.

Take $m=0.2\,m_e$, $T=300$~K and an electron energy of 38.8~meV, so that $k=0.0451$~\AA$^{-1}$ and $|y|=(0.0336/0.0902)^2=0.139$. With $q_{\min}=2\pi/Na$, the rates in ps$^{-1}$ are as follows.
\begin{center}
\begin{tabular}{rcccc}
 & \multicolumn{2}{c}{$1/\tau$} & \multicolumn{2}{c}{$1/\tau_m$}\\
$N$ & $\Delta Z>0$ & $\Delta Z<0$ & $\Delta Z>0$ & $\Delta Z<0$\\
100 & 3.03 & 0.73 & 1.98 & 0.70\\
200 & 5.77 & 2.56 & 2.06 & 0.75\\
400 & 15.3 & 11.2 & 2.13 & 0.81\\
800 & 51.9 & 46.9 & 2.19 & 0.88
\end{tabular}
\end{center}
Neutral charges give 1.15 to 1.18 for both rates on all four meshes. These values come from an angular integration with inelastic energy conservation and full Bose factors. They agree with the elastic closed forms within 1\%.

The total rate at $N=800$ is about 44 times the neutral one for $\Delta Z>0$. That factor belongs to the sharp cutoff. A sum over an actual $800^3$ mesh with Gaussian broadening gives 66 to 124~ps$^{-1}$ instead of 51.9, depending on the broadening and the direction of $\mathbf k$, while $1/\tau_m$ moves only to 2.20--2.26 and 0.89--0.95. At such total rates $\hbar/\tau$ (34~meV for 51.9~ps$^{-1}$) is comparable with the electron energy, so they are what the golden rule returns, not lifetimes within its range of validity. The momentum-relaxation rate is more deceptive. It changes slowly with $N$ and could pass for nearly converged, yet it is 85\% too high for $\Delta Z>0$ and 26\% too low for $\Delta Z<0$. Most of the excess for positive $\Delta Z$ is the interference term $4y=0.56$; the logarithmic term contributes $4y^2\ln(1/\xi)=0.30$. For slower electrons $y$ grows as $1/k^2$. Below 5.4~meV, where $2k<q_*$, every elastic collision lies in the range where the spurious amplitude exceeds the regular one.

\section{Two conditions on the $q^{-3/2}$ law}

\subsection{Which charges enter the phonons}

Equation~\eqref{eq:sp} assumes $\omega=cq$. Suppose instead that the raw charges also enter the dynamical matrix. At $q\to0$, write $S=Z_1u_1+Z_2u_2$ and work to leading order in $\Delta Z$. The sum of the equations of motion is $M\omega^2u=C\Delta Z\,S$. In the equation for atom 1 the inertial term is of order $\Delta Z^2$ and drops out, which leaves $0=2Kw+CZS$. Inserting $w$ into $S=\Delta Z\,u+Zw$ gives
\begin{equation}
S=\frac{\epsilon}{\epsilon_s}\Delta Z\,u,\qquad
\frac{\epsilon_s}{\epsilon}=1+\frac{CZ^2}{2K},\qquad
\omega_g^2=\frac{e^2\Delta Z^2}{\epsilon_0\epsilon_s\Omega M}.
\end{equation}
Here $\epsilon_s$ is the static permittivity: a uniform field $E$ separates the sublattices by $eZE/2K$ and so adds $e^2Z^2/2K\Omega$ to $\epsilon_0\epsilon$. The acoustic mode has become the plasma oscillation of the spurious ionic charge. Its frequency stays finite, and the vertex diverges only as
\begin{equation}
|g|=\frac{C|\Delta Z|}{q}\,\frac{\epsilon}{\epsilon_s}\sqrt{\frac{\hbar}{2M\omega_g}}\;\propto\;q^{-1}.
\end{equation}
In the example $\epsilon_s/\epsilon=1.45$ and the gap is 0.045~meV. The gap affects the frequency only near and below $\omega_g/c=0.0014$~\AA$^{-1}$. The factor $\epsilon/\epsilon_s$ survives above it: the term $CZS$ in the equation for atom 1 adds $-CZ\Delta Z\,u/(2K+CZ^2)$ to $w$ at every small $q$, so the spurious part of $S$ remains $(\epsilon/\epsilon_s)\Delta Z\,u$. Well above the gap the spurious vertex is therefore Eq.~\eqref{eq:sp} divided by 1.45, and $q_*$ falls to $0.0336/\sqrt{1.45}=0.028$~\AA$^{-1}$. At $0.006$~\AA$^{-1}$ the local exponent of the spurious part is still $-1.47$, so a moderate mesh would suggest the $-3/2$ law here too. Adding the regular term with $D=5$~eV shifts the exponent of the whole vertex to $-1.39$ for $\Delta Z>0$ and $-1.57$ for $\Delta Z<0$.

\subsection{Free carriers}

Nondegenerate carriers of density $n$, responding statically and linearly, replace $q^2\varphi$ in Poisson's equation by $(q^2+k_s^2)\varphi$, with $k_s^2=ne^2/\epsilon_0\epsilon k_BT$. This form holds for $q$ well below the thermal wavevector $\sqrt{2mk_BT}/\hbar$, here 0.037~\AA$^{-1}$; at larger $q$ the carriers screen less. The factor $1/q$ in Eq.~\eqref{eq:sp} becomes $q/(q^2+k_s^2)$, and the divergence is gone. For $q\ll k_s$ the error now looks like a deformation potential,
\begin{equation}
D_{\rm false}=\frac{C\Delta Z}{k_s^2}=\frac{\Delta Z\,k_BT}{n\Omega}
=\frac{0.01\times0.02585\ \text{eV}}{10^{-7}\times64}=40\ \text{eV}
\end{equation}
for $n=10^{17}$~cm$^{-3}$, where $k_s=0.012$~\AA$^{-1}$. This is eight times the unscreened $D$. If the carriers screen the regular coupling by the same factor $q^2/(q^2+k_s^2)$, the ratio $(q_*/q)^2$ is unchanged. A finite vertex is therefore no evidence that the charge error is harmless.

\section{What should be changed}

The charges should be made neutral before the vertex is built, and the same neutral charges used in the dynamical matrix. Subtracting $\Delta Z/2$ from each gives $\pm2.005$. Subtracting $\Delta Z\,M_\kappa/M$ gives $\pm2.0025$. Either choice removes the acoustic divergence. The second changes $Z_1M_2-Z_2M_1$ in Eq.~\eqref{eq:opt} by $-\Delta Z(M_1M_2-M_2M_1)/M=0$, so it leaves the long-wave optical vertex as it was. At fixed phonon frequency and eigenvector, the equal split raises that vertex by 0.12\%.

This small difference is the kind of error the original argument had in mind. For the optical mode its estimate is reasonable if neither charge is wrong by more than about the mismatch. The mismatch itself does not guarantee this, because larger errors of opposite sign can cancel in the sum. Neutrality alone does not select the converged charges: that remaining uncertainty must be reduced by converging the calculation of the charges themselves. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
cell edge 4.0 angstrom, volume 64.0 angstrom^3, eps 5.0
masses 60 and 20 u, K 2.50 eV/angstrom^2
raw charges +2.010, -2.000 e; sum dZ 0.010 e
equal-split charges +2.0050, -2.0050 e
mass-weighted charges +2.0025, -2.0025 e
D 5.00 eV, electron mass 0.20 m_e, T 300 K
e^2/eps0 180.951 eV angstrom; C 0.56547 eV/angstrom^2
sound speed 4911.3 m/s; kT 25.852 meV
frozen wave q 0.07854 1/angstrom: Poisson 0.07198, formula 0.07200 eV/angstrom
frozen wave q 0.03927 1/angstrom: Poisson 0.14399, formula 0.14400 eV/angstrom
same wave, neutral charges: 6.9e-12 eV/angstrom
q 0.001 1/angstrom: spurious 5083.5240 meV, regular 4.4949 meV, ratio 1131
q 0.003 1/angstrom: spurious 978.3243 meV, regular 7.7855 meV, ratio 125.7
q 0.010 1/angstrom: spurious 160.7544 meV, regular 14.2144 meV, ratio 11.31
q 0.030 1/angstrom: spurious 30.9361 meV, regular 24.6226 meV, ratio 1.256
q 0.100 1/angstrom: spurious 5.0811 meV, regular 45.0063 meV, ratio 0.1129
vertex exponent, raw charges -1.4997; neutral 0.5002
dipole part of D with neutral charges 0.779 eV
crossover q* 0.03363 1/angstrom; q*/(pi/a) 0.0428
electron energy with 2k = q*: 5.386 meV
example electron: energy 38.78 meV, k 0.04512 1/angstrom
m c/(hbar k) 0.0188; hbar c 2k 2.917 meV
rates in 1/ps: neutral, dZ positive, dZ negative
mesh 100, q_min 0.01571 1/angstrom: total 1.147, 3.028, 0.728
mesh 100: momentum relaxation 1.181, 1.979, 0.704
mesh 200, q_min 0.00785 1/angstrom: total 1.174, 5.773, 2.561
mesh 200: momentum relaxation 1.182, 2.058, 0.753
mesh 400, q_min 0.00393 1/angstrom: total 1.181, 15.284, 11.159
mesh 400: momentum relaxation 1.182, 2.125, 0.813
mesh 800, q_min 0.00196 1/angstrom: total 1.182, 51.939, 46.902
mesh 800: momentum relaxation 1.182, 2.190, 0.875
growth of excess total rate, mesh 1600 to 3200: 3.957
raw charges in dynamics: gap 0.04509 meV, formula 0.04507 meV
eps_s/eps 1.4546; gap/c 0.001395 1/angstrom
exponent with gap: -1.0000 at q 0.00001, -1.4601 at q 0.006 1/angstrom
carriers 1.0e+17 cm^-3: k_s 0.01183 1/angstrom
screened wave q 0.03927 1/angstrom: 0.13200 eV/angstrom
false screened deformation potential 40.39 eV
optical vertex at q 0.0001 1/angstrom: raw 629.9600 eV
optical vertex: equal split 630.7465, mass-weighted 629.9600 eV
optical change from equal split 0.1248 percent
\end{verbatim}
